**Hydroxyl counts on ideal beta-cristobalite faces**

For a cubic lattice constant $a$, the program tests the hydroxyl densities $\sigma_{100}=4/a^2$ and $\sigma_{111}=4/(\sqrt3\,a^2)$, where the (111) cut breaks one Si–O–Si bridge per surface silicon. It builds periodic slabs atom by atom and identifies hydroxyl oxygens as those with a single silicon neighbour. Assertions cover the densities, fourfold silicon coordination, slab composition, hydroxyl geometry and the effect of unequal cell edges. Integer counts and squared integer areas give a squared density ratio of exactly 3. For $a=7.16$ Å the output gives 7.8025 and 4.5048 OH/nm², with changes only at rounding level when the slab is made wider and thicker. Counts of broken bridges in discs of radius $20a$ agree with these densities to within 0.2%. Cutting (111) through a double layer instead gives 13.5143 OH/nm² and changes the ratio to $1/\sqrt3$.

## Program and output

```python
# Result under test: ideal hydroxylated faces of cubic beta-cristobalite carry
#   density(100) = 4/a^2 and density(111) = 4/(sqrt(3) a^2), ratio sqrt(3),
# where a is the cubic lattice constant and the (111) cut breaks one
# Si-O-Si bridge per surface Si. Each broken bridge leaves one OH per side.
# Crystal coordinates are integers in units of a/8; real lengths are in angstrom.
from fractions import Fraction
import numpy as np
from scipy.constants import N_A

A = 7.16
OH_LENGTH = 0.96
REAL_SIO = 1.61             # rough Si-O length in real silica
HEATED_DENSITY = 3.5        # rough OH/nm^2, amorphous silica near 573 K
PROCESS_T = 573.0           # K, rough deposition temperature
CUBIC = np.array([A, A, A])
BONDS = 2 * np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])

# normal, two surface translations, height of lower cut, height per layer
FACES = {
    "100": ((1, 0, 0), (0, 4, 4), (0, 4, -4), -1, 2),
    "111": ((1, 1, 1), (4, -4, 0), (0, 4, -4), 3, 8),
    "111 triple": ((1, 1, 1), (4, -4, 0), (0, 4, -4), 7, 8),
}


def fcc_sites(m):
    g = 8 * np.arange(-m, m + 1)
    corners = np.stack(np.meshgrid(g, g, g, indexing="ij"), -1).reshape(-1, 3)
    centres = np.array([[0, 0, 0], [0, 4, 4], [4, 0, 4], [4, 4, 0]])
    return (corners[:, None] + centres[None]).reshape(-1, 3)


def image_vectors(p, q, lattice):
    """Vectors from each p to each q, including neighbouring surface cells."""
    shifts = np.array([i * lattice[0] + j * lattice[1]
                       for i in (-1, 0, 1) for j in (-1, 0, 1)])
    v = q[None, :, None] + shifts[None, None] - p[:, None, None]
    return v.reshape(len(p), -1, 3)


def nearest(p, q, lattice):
    d = np.linalg.norm(image_vectors(p, q, lattice), axis=-1)
    return d[d > 1e-6].min()


def build_slab(face, reps=(2, 2), layers=4, cell=CUBIC, bend=0.0):
    normal, t1, t2, start, step = FACES[face]
    normal = np.array(normal)
    basis = np.array([t1, t2, normal], float).T
    inverse = np.linalg.inv(basis)
    low, high = start, start + step * layers
    first = fcc_sites(6)
    si = np.vstack([first, first + 2])
    sign = np.repeat([1, -1], len(first))
    f = np.round(si @ inverse.T, 9)
    height = si @ normal
    keep = ((height > low) & (height < high) & (f[:, 0] >= 0)
            & (f[:, 0] < reps[0]) & (f[:, 1] >= 0) & (f[:, 1] < reps[1]))
    si, sign = si[keep], sign[keep]
    half_bonds = sign[:, None, None] * BONDS[None] / 2
    oxygen = (si[:, None] + half_bonds).reshape(-1, 3)
    axis = half_bonds.reshape(-1, 3)
    f = np.round(oxygen @ inverse.T, 9)
    f[:, :2] = np.mod(f[:, :2], reps)
    # a bridging oxygen is reached from both of its Si atoms: keep it once
    _, index = np.unique(np.round(f, 6), axis=0, return_index=True)
    # every site is an integer point, so snapping removes the rounding of thirds
    rebuilt = f[index] @ basis.T
    oxygen, axis = np.rint(rebuilt), axis[index]
    assert np.abs(rebuilt - oxygen).max() < 1e-6
    upper = oxygen @ normal > (low + high) / 2
    scale = np.asarray(cell) / 8
    lattice = np.array([np.array(t1) * reps[0], np.array(t2) * reps[1]]) * scale
    o_real, si_real = oxygen * scale, si * scale
    if bend:
        random = np.random.default_rng(4).normal(size=o_real.shape)
        side = np.cross(axis * scale, random)
        o_real = o_real + bend * side / np.linalg.norm(side, axis=1)[:, None]
    distance = np.linalg.norm(image_vectors(o_real, si_real, lattice), axis=-1)
    n_neighbours = (distance < 0.25 * max(cell)).sum(axis=1)
    assert set(n_neighbours) <= {1, 2}
    d_si = np.linalg.norm(image_vectors(si_real, o_real, lattice), axis=-1)
    assert np.all((d_si < 0.25 * max(cell)).sum(axis=1) == 4)
    dangling = n_neighbours == 1
    top, bottom = dangling & upper, dangling & ~upper
    assert top.sum() == bottom.sum()
    assert 2 * len(o_real) == 4 * len(si_real) + dangling.sum()
    area = np.linalg.norm(np.cross(lattice[0], lattice[1]))
    return dict(si=si_real, o=o_real, oh=o_real[top], lattice=lattice,
                n_top=int(top.sum()), n_oh=int(dangling.sum()), area=area,
                density=100 * top.sum() / area)


def disc_density(face, radius):
    """Broken bridges per nm^2 in a disc; radius is in lattice constants."""
    normal, _, _, cut, _ = FACES[face]
    normal = np.array(normal)
    si = fcc_sites(int(radius) + 2)
    si = si[np.abs(si @ normal - cut) < 8]
    centre = cut * normal / (normal @ normal)
    count = 0
    for bond in BONDS:
        h1, rise = si @ normal, bond @ normal
        fraction = (cut - h1) / rise
        crossing = si + fraction[:, None] * bond
        inside = np.linalg.norm(crossing - centre, axis=1) < 8 * radius
        count += np.sum((fraction > 0) & (fraction < 1) & inside)
    return 100 * count / (np.pi * (radius * A) ** 2)


slab = {face: build_slab(face) for face in FACES}
formula = {"100": 400 / A**2, "111": 400 / (np.sqrt(3) * A**2),
           "111 triple": 1200 / (np.sqrt(3) * A**2)}
for face in FACES:
    assert abs(slab[face]["density"] - formula[face]) < 1e-10

# exact ratio, from integer counts and squared integer areas
unit = {face: build_slab(face, (1, 1), 2) for face in FACES}
area2 = {}
for face in FACES:
    c = np.cross(FACES[face][1], FACES[face][2])
    area2[face] = int(c @ c)
ratio_squared = Fraction(unit["100"]["n_top"]**2 * area2["111"],
                         unit["111"]["n_top"]**2 * area2["100"])
assert ratio_squared == 3
ratio = slab["100"]["density"] / slab["111"]["density"]
ratio_triple = slab["100"]["density"] / slab["111 triple"]["density"]
assert abs(ratio_triple - 1 / np.sqrt(3)) < 1e-12

# convergence with surface cell and slab thickness
shift = {}
for face in ("100", "111"):
    large = build_slab(face, (3, 2), 6)
    shift[face] = abs(large["density"] - unit[face]["density"])
    assert shift[face] < 1e-10

# cell-free count; the tolerance covers bridges lost or gained at the disc edge
disc = {(face, r): disc_density(face, r) for face in ("100", "111")
        for r in (10, 20)}
for face in ("100", "111"):
    assert abs(disc[face, 20] / formula[face] - 1) < 0.02

# hydroxyl geometry on the upper faces
oo, hh, ho, angle, straight_hh = {}, {}, {}, {}, {}
for face in ("100", "111"):
    s = slab[face]
    hydrogen = s["oh"] + OH_LENGTH * np.array([1.0, 0.0, 0.0])
    oo[face] = nearest(s["oh"], s["oh"], s["lattice"])
    hh[face] = nearest(hydrogen, hydrogen, s["lattice"])
    contacts = np.linalg.norm(image_vectors(hydrogen, s["o"], s["lattice"]), axis=-1)
    ho[face] = contacts[contacts > OH_LENGTH + 1e-6].min()
    vectors = image_vectors(s["oh"], s["si"], s["lattice"])
    choice = np.linalg.norm(vectors, axis=-1).argmin(axis=1)
    to_si = vectors[np.arange(len(vectors)), choice]
    to_si /= np.linalg.norm(to_si, axis=1)[:, None]
    angles = np.degrees(np.arccos(to_si[:, 0]))
    assert np.ptp(angles) < 1e-8
    angle[face] = angles[0]
    assert abs(angle[face] - (180 - np.degrees(np.arccos(1 / np.sqrt(3))))) < 1e-8
    straight = s["oh"] - OH_LENGTH * to_si
    straight_hh[face] = nearest(straight, straight, s["lattice"])
    assert hh[face] > 2 and ho[face] > 2
assert abs(oo["100"] - A * np.sqrt(2) / 4) < 1e-10
assert abs(oo["111"] - A / np.sqrt(2)) < 1e-10
assert straight_hh["100"] < 1.2

# each (100) hydroxyl has one neighbour on the same Si and one on another Si
s = slab["100"]
d = np.linalg.norm(image_vectors(s["oh"], s["oh"], s["lattice"]), axis=-1)
assert np.all(((d > 1e-6) & (d < oo["100"] + 0.01)).sum(axis=1) == 2)
d = np.linalg.norm(image_vectors(s["si"], s["oh"], s["lattice"]), axis=-1)
oh_per_si = (d < 0.25 * A).sum(axis=1)
assert set(oh_per_si) == {0, 2}

# effects outside the ideal model
expanded = {f: build_slab(f, cell=1.01 * CUBIC)["density"] for f in ("100", "111")}
expansion_change = 100 * (expanded["100"] / slab["100"]["density"] - 1)
assert abs(expanded["100"] / expanded["111"] - np.sqrt(3)) < 1e-10
short = np.array([0.99 * A, A, A])
strained_ratio = (build_slab("100", cell=short)["density"]
                  / build_slab("111", cell=short)["density"])
assert abs(strained_ratio - np.sqrt(1 + 2 * 0.99**2)) < 1e-10
uneven = A * np.array([0.99, 1.01, 0.98])
uneven_ratio = (build_slab("100", cell=uneven)["density"]
                / build_slab("111", cell=uneven)["density"])
assert abs(uneven_ratio - np.sqrt(1 + (0.99 / 1.01)**2 + (0.99 / 0.98)**2)) < 1e-10
ideal_sio = nearest(slab["100"]["o"], slab["100"]["si"], slab["100"]["lattice"])
assert abs(ideal_sio - np.sqrt(3) * A / 8) < 1e-10
bend = np.sqrt(REAL_SIO**2 - ideal_sio**2)
left, right = np.array([-ideal_sio, -bend]), np.array([ideal_sio, -bend])
bridge_angle = np.degrees(np.arccos(left @ right / REAL_SIO**2))
assert abs(bridge_angle - 2 * np.degrees(np.arcsin(ideal_sio / REAL_SIO))) < 1e-8
for face in ("100", "111"):
    bent = build_slab(face, bend=bend)
    assert bent["n_top"] == slab[face]["n_top"]

print(f"Lattice constant a: {A:.2f} angstrom")
print(f"Chosen O-H length: {OH_LENGTH:.2f} angstrom")
print(f"Ideal Si-O length: {ideal_sio:.3f} angstrom")
for face in ("100", "111"):
    s, u = slab[face], unit[face]
    print(f"({face}) smallest surface cell area: {u['area']/100:.4f} nm^2")
    print(f"({face}) OH per smallest cell, one face: {u['n_top']}")
    print(f"({face}) 2x2 slab, atoms Si, O, H: {len(s['si'])}, {len(s['o'])}, {s['n_oh']}")
    print(f"({face}) 2x2 slab, OH on one face: {s['n_top']}")
    print(f"({face}) OH density: {s['density']:.4f} OH/nm^2")
    print(f"({face}) OH density, converted: {s['density']*1e24/N_A:.3f} umol/m^2")
    print(f"({face}) shift, larger and thicker slab: {shift[face]:.1e} OH/nm^2")
    for r in (10, 20):
        print(f"({face}) disc count, radius {r} a: {disc[face, r]:.4f} OH/nm^2")
    print(f"({face}) nearest OH oxygen distance: {oo[face]:.3f} angstrom")
    print(f"({face}) nearest H-H, O-H along [100]: {hh[face]:.3f} angstrom")
    print(f"({face}) nearest nonbonded H-O: {ho[face]:.3f} angstrom")
    print(f"({face}) Si-O-H angle: {angle[face]:.2f} degrees")
print(f"(100) H-H if H follows old bridges: {straight_hh['100']:.3f} angstrom")
print(f"Squared density ratio, exact integers: {ratio_squared}")
print(f"Density ratio (100)/(111): {ratio:.6f}")
print(f"Density difference: {slab['100']['density']-slab['111']['density']:.4f} OH/nm^2")
print(f"(111) triple-bridge cut: {slab['111 triple']['density']:.4f} OH/nm^2")
print(f"Ratio with triple-bridge cut: {ratio_triple:.6f}")
print(f"Density change for a larger by 1 percent: {expansion_change:.2f} percent")
print(f"Ratio with [100] edge shorter by 1 percent: {strained_ratio:.5f}")
print(f"Rough real Si-O length: {REAL_SIO:.2f} angstrom")
print(f"Si-O-Si angle needed for that length: {bridge_angle:.1f} degrees")
print(f"Oxygen displacement off the Si-Si line: {bend:.3f} angstrom")
print(f"Rough process temperature: {PROCESS_T:.0f} K")
print(f"Rough heated amorphous silica: {HEATED_DENSITY:.1f} OH/nm^2")
for face in ("100", "111"):
    loss = 100 * (1 - HEATED_DENSITY / slab[face]["density"])
    print(f"({face}) OH loss to reach that rough density: {loss:.0f} percent")
print("all tests passed")
```

Output:

```
Lattice constant a: 7.16 angstrom
Chosen O-H length: 0.96 angstrom
Ideal Si-O length: 1.550 angstrom
(100) smallest surface cell area: 0.2563 nm^2
(100) OH per smallest cell, one face: 2
(100) 2x2 slab, atoms Si, O, H: 16, 40, 16
(100) 2x2 slab, OH on one face: 8
(100) OH density: 7.8025 OH/nm^2
(100) OH density, converted: 12.956 umol/m^2
(100) shift, larger and thicker slab: 8.9e-16 OH/nm^2
(100) disc count, radius 10 a: 7.8234 OH/nm^2
(100) disc count, radius 20 a: 7.8141 OH/nm^2
(100) nearest OH oxygen distance: 2.531 angstrom
(100) nearest H-H, O-H along [100]: 2.531 angstrom
(100) nearest nonbonded H-O: 2.707 angstrom
(100) Si-O-H angle: 125.26 degrees
(111) smallest surface cell area: 0.2220 nm^2
(111) OH per smallest cell, one face: 1
(111) 2x2 slab, atoms Si, O, H: 32, 68, 8
(111) 2x2 slab, OH on one face: 4
(111) OH density: 4.5048 OH/nm^2
(111) OH density, converted: 7.480 umol/m^2
(111) shift, larger and thicker slab: 8.9e-16 OH/nm^2
(111) disc count, radius 10 a: 4.5512 OH/nm^2
(111) disc count, radius 20 a: 4.5093 OH/nm^2
(111) nearest OH oxygen distance: 5.063 angstrom
(111) nearest H-H, O-H along [100]: 5.063 angstrom
(111) nearest nonbonded H-O: 2.707 angstrom
(111) Si-O-H angle: 125.26 degrees
(100) H-H if H follows old bridges: 0.964 angstrom
Squared density ratio, exact integers: 3
Density ratio (100)/(111): 1.732051
Density difference: 3.2977 OH/nm^2
(111) triple-bridge cut: 13.5143 OH/nm^2
Ratio with triple-bridge cut: 0.577350
Density change for a larger by 1 percent: -1.97 percent
Ratio with [100] edge shorter by 1 percent: 1.72052
Rough real Si-O length: 1.61 angstrom
Si-O-Si angle needed for that length: 148.7 degrees
Oxygen displacement off the Si-Si line: 0.435 angstrom
Rough process temperature: 573 K
Rough heated amorphous silica: 3.5 OH/nm^2
(100) OH loss to reach that rough density: 55 percent
(111) OH loss to reach that rough density: 22 percent
all tests passed
```
